# When an amphoteric surface site equals two independent half-charged groups: a numerical check

```python
"""
Result under test: an amphoteric site with stepwise acidity constants K1 (SOH2+ -> SOH)
and K2 (SOH -> SO-) charges exactly like two independent half-charged groups
S(-1/2) + H+ <-> SH(+1/2) when K1 = 4 K2, and the group constant is K = sqrt(K1 K2).
Symbols: y = surface proton activity / sqrt(K1 K2), u = ln y, r = K1/K2,
q = mean charge per amphoteric site in units of e, phi = e psi / kT,
psi0 = surface potential, psid = potential at the start of the diffuse layer.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp
from scipy.optimize import brentq

E, KB, NA, EPS0, RGAS = const.e, const.k, const.N_A, const.epsilon_0, const.R
LN10 = np.log(10.0)

# Rough, round parameters of an alumina polishing slurry
PZC = 9.0                # pH of zero charge
SITE_DENSITY = 4.0e18    # amphoteric sites per m2
CAPACITANCE = 1.0        # Stern layer, F/m2
SALT = 0.010             # monovalent salt, mol/L
PH = 6.0
T_ROOM, EPS_ROOM = 298.15, 78.4
T_HOT, EPS_HOT = 323.15, 70.0
EPS_OXIDE = 10.0
GROUP_DISTANCE = 0.30e-9
PAIR_CONSTANT = 0.5      # anion pairing, L/mol
SLIP_DISTANCE = 0.5e-9
ION_SIZE = 0.6e-9
PARTICLE_RADIUS = 50e-9
BINDING_ENTHALPY = -40e3  # proton binding, J/mol


def amphoteric(y, r, b=0.0):
    """Mass action for SO-, SOH, SOH2+, SOH2+A-; b = anion pairing factor."""
    matrix = np.array([[y * np.sqrt(r), -1, 0, 0],
                       [0, y / np.sqrt(r), -1, 0],
                       [0, 0, b, -1],
                       [1, 1, 1, 1]], dtype=float)
    return np.linalg.solve(matrix, [0, 0, 0, 1.0])


def half_group(y, b=0.0):
    """Mass action for S(-1/2), SH(+1/2), SH(+1/2)A-."""
    matrix = np.array([[y, -1, 0], [0, b, -1], [1, 1, 1]], dtype=float)
    return np.linalg.solve(matrix, [0, 0, 1.0])


def two_pk(r):
    def site(y, b=0.0):
        p = amphoteric(y, r, b)
        return p[2] + p[3] - p[0], p[3]
    return site


def half_pair(y, b=0.0):
    p = half_group(y, b)
    return 2 * 0.5 * (p[1] + p[2] - p[0]), 2 * p[2]


# Mean charge from mass action against the closed forms
u_grid = np.linspace(-8, 8, 161)
for r in (0.25, 1.0, 4.0, 50.0, 1e4):
    direct = np.array([two_pk(r)(np.exp(u))[0] for u in u_grid])
    closed = 2 * np.sinh(u_grid) / (2 * np.cosh(u_grid) + np.sqrt(r))
    assert np.max(abs(direct - closed)) < 1e-11
charge_half = np.array([half_pair(np.exp(u))[0] for u in u_grid])
charge_four = np.array([two_pk(4.0)(np.exp(u))[0] for u in u_grid])
charge_reverse = np.array([two_pk(0.25)(np.exp(u))[0] for u in u_grid])
gap_four = np.max(abs(charge_four - charge_half))
gap_reverse = np.max(abs(charge_reverse - charge_half))
assert gap_four < 1e-12 and gap_reverse > 0.05
assert np.max(abs(charge_four - np.tanh(u_grid / 2))) < 1e-12


def enumerate_pair(y, w=0.0):
    """Probabilities of 0, 1, 2 protons on two half-charged groups.
    w = repulsion of two full charges in kT, acting as w*q1*q2."""
    weights = np.zeros(3)
    for occupation in itertools.product((0, 1), repeat=2):
        q1, q2 = (n - 0.5 for n in occupation)
        weights[sum(occupation)] += y ** sum(occupation) * np.exp(-w * q1 * q2)
    return weights / weights.sum()


# Full charge distribution, stepwise constants and effect of repulsion
for y in (0.03, 0.7, 1.0, 5.0):
    p = enumerate_pair(y)
    assert np.allclose(p, amphoteric(y, 4.0)[:3], atol=1e-13)
    K1_counted, K2_counted = y * p[1] / p[2], y * p[0] / p[1]
    assert abs(K1_counted - 2) < 1e-11 and abs(K2_counted - 0.5) < 1e-11
    for w in (-1.0, 0.8, 3.0):
        p = enumerate_pair(y, w)
        assert np.isclose(p[1] ** 2 / (p[0] * p[2]), 4 * np.exp(w), rtol=1e-11)

# Slope and variance at zero charge
slope_at_zero = {}
for r in (0.25, 1.0, 4.0, 100.0):
    du = 1e-4
    slope = (two_pk(r)(np.exp(du))[0] - two_pk(r)(np.exp(-du))[0]) / (2 * du)
    p = amphoteric(1.0, r)
    variance = p[0] + p[2] - (p[2] - p[0]) ** 2
    assert abs(slope - 2 / (2 + np.sqrt(r))) < 1e-7
    assert abs(slope - variance) < 1e-7
    slope_at_zero[r] = slope
assert slope_at_zero[1.0] > 0.5 > slope_at_zero[100.0]

# Ratio above four: two unequal half-charged groups
r_large = 100.0
K1_large = np.sqrt(r_large)
K_pair_groups = K1_large / 2 * (1 + np.array([1, -1]) * np.sqrt(1 - 4 / r_large))
for y in np.exp(u_grid):
    unequal = sum(0.5 * half_pair(y / K)[0] for K in K_pair_groups)
    assert abs(unequal - two_pk(r_large)(y)[0]) < 1e-11


def layer_slope(phi, nu):
    """Minus dphi/dx at the start of the diffuse layer, x in Debye lengths."""
    if nu == 0:
        return 2 * np.sinh(phi / 2)
    return np.sign(phi) * np.sqrt(2 / nu * np.log1p(2 * nu * np.sinh(phi / 2) ** 2))


def debye_length(T, eps):
    return np.sqrt(eps * EPS0 * KB * T / (2 * E**2 * 1000 * NA * SALT))


def solve_interface(site, pH, pzc=PZC, T=T_ROOM, eps=EPS_ROOM, ion=0.0, pairing=0.0):
    """Self-consistent surface; returns charge (uC/cm2) and potentials (mV)."""
    volt = KB * T / E
    density = 1000 * NA * SALT
    charge_unit = 2 * E * density * debye_length(T, eps)
    nu = 2 * density * ion**3
    y_bulk = 10 ** (pzc - pH)

    def surface_phi(phid):
        b = pairing * SALT * np.exp(phid)
        return brentq(lambda p: E * SITE_DENSITY * site(y_bulk * np.exp(-p), b)[0]
                      - CAPACITANCE * volt * (p - phid), -40, 40, xtol=1e-13)

    def imbalance(phid):
        b = pairing * SALT * np.exp(phid)
        q, bound = site(y_bulk * np.exp(-surface_phi(phid)), b)
        return E * SITE_DENSITY * (q - bound) - charge_unit * layer_slope(phid, nu)

    phid = brentq(imbalance, -12, 12, xtol=1e-12)
    phi0 = surface_phi(phid)
    q = site(y_bulk * np.exp(-phi0), pairing * SALT * np.exp(phid))[0]
    return {"sigma": 100 * E * SITE_DENSITY * q, "psi0": 1e3 * volt * phi0,
            "psid": 1e3 * volt * phid, "phi0": phi0, "phid": phid, "q": q}


# Both site models in the same double layer
table = []
for pH in (5.0, 6.0, 7.0, 8.0, 9.0, 10.0, 11.0):
    a = solve_interface(two_pk(4.0), pH)
    h = solve_interface(half_pair, pH)
    assert max(abs(a[k] - h[k]) for k in ("sigma", "psi0", "psid")) < 1e-6
    assert abs(a["q"] - np.tanh((LN10 * (PZC - pH) - a["phi0"]) / 2)) < 1e-9
    table.append((pH, a, h))
base = solve_interface(two_pk(4.0), PH)
base_half = solve_interface(half_pair, PH)
debye = debye_length(T_ROOM, EPS_ROOM)


def diffuse_layer(phid, radius=np.inf, nu=0.0):
    """Numerical Poisson-Boltzmann profile; lengths in Debye lengths."""
    length = 12.0

    def equations(x, f):
        source = np.sinh(f[0]) / (1 + 2 * nu * np.sinh(f[0] / 2) ** 2)
        return np.vstack([f[1], source - 2 * f[1] / (radius + x)])

    def ends(left, right):
        return np.array([left[0] - phid,
                         right[1] + right[0] * (1 + 1 / (radius + length))])

    x = length * np.linspace(0, 1, 500) ** 2
    guess = 4 * np.arctanh(np.tanh(phid / 4) * np.exp(-x))
    result = solve_bvp(equations, ends, x,
                       np.vstack([guess, -2 * np.sinh(guess / 2)]),
                       tol=1e-6, max_nodes=30000)
    assert result.status == 0
    return result.sol


nu_example = 2 * 1000 * NA * SALT * ION_SIZE**3
flat = diffuse_layer(base["phid"])
crowded = diffuse_layer(base["phid"], nu=nu_example)
sphere = diffuse_layer(base["phid"], radius=PARTICLE_RADIUS / debye)
flat_slope = -flat(0.0)[1]
assert np.isclose(flat_slope, layer_slope(base["phid"], 0), rtol=1e-4)
assert np.isclose(-crowded(0.0)[1], layer_slope(base["phid"], nu_example), rtol=1e-4)
phi_slip = 4 * np.arctanh(np.tanh(base["phid"] / 4) * np.exp(-SLIP_DISTANCE / debye))
assert abs(flat(SLIP_DISTANCE / debye)[0] - phi_slip) < 1e-4
curvature_excess = 100 * (-sphere(0.0)[1] / flat_slope - 1)
volt_room = KB * T_ROOM / E

# Neglected effects for the same surface
eps_interface = (EPS_ROOM + EPS_OXIDE) / 2
repulsion = E / (4 * np.pi * EPS0 * eps_interface * GROUP_DISTANCE * volt_room)
r_repulsion = 4 * np.exp(repulsion)
repelled = solve_interface(two_pk(r_repulsion), PH)
wide_gap = solve_interface(two_pk(1e4), PH)
paired_two = solve_interface(two_pk(4.0), PH, pairing=PAIR_CONSTANT)
paired_half = solve_interface(half_pair, PH, pairing=PAIR_CONSTANT)
assert abs(paired_two["psid"] - paired_half["psid"]) > 1.0
finite_ions = solve_interface(two_pk(4.0), PH, ion=ION_SIZE)
pzc_hot = PZC - BINDING_ENTHALPY / (RGAS * LN10) * (1 / T_HOT - 1 / T_ROOM)
hot = solve_interface(two_pk(4.0), PH, pzc=pzc_hot, T=T_HOT, eps=EPS_HOT)


def clean(value, digits=2):
    return f"{round(float(value), digits) + 0.0:.{digits}f}"


def report(label, s):
    print(f"{label}: sigma0 {clean(s['sigma'])} uC/cm2, "
          f"psi0 {clean(s['psi0'], 1)} mV, psid {clean(s['psid'], 1)} mV")


print(f"pK gap for ratio four: {np.log10(4):.4f}")
print(f"largest charge difference, K1 = 4 K2: {gap_four:.1e} e per site")
print(f"largest charge difference, K2 = 4 K1: {gap_reverse:.4f} e per site")
for r, slope in slope_at_zero.items():
    print(f"dq/du at zero charge, K1/K2 = {r:g}: {slope:.4f}")
print(f"K1/K2 = 100, unequal group constants / sqrt(K1 K2): "
      f"{K_pair_groups[0]:.4f}, {K_pair_groups[1]:.4f}")
print(f"input pH of zero charge {PZC:.1f}, slurry pH {PH:.1f}, T {T_ROOM:.2f} K")
print(f"input pK1 {PZC - np.log10(2):.3f}, pK2 {PZC + np.log10(2):.3f}, "
      f"half-group pK {PZC:.3f}")
print(f"input amphoteric sites {SITE_DENSITY * 1e-18:.1f} per nm2, "
      f"half groups {2 * SITE_DENSITY * 1e-18:.1f} per nm2")
print(f"input Stern capacitance {100 * CAPACITANCE:.0f} uF/cm2, "
      f"salt {1000 * SALT:.0f} mM, water permittivity {EPS_ROOM:.1f}")
print(f"charge of one e per amphoteric site: {100 * E * SITE_DENSITY:.2f} uC/cm2")
print(f"thermal voltage {1e3 * volt_room:.3f} mV, Debye length {debye * 1e9:.3f} nm")
report("pH 6, amphoteric sites", base)
report("pH 6, half-charged groups", base_half)
y_surface = 10 ** (PZC - PH) * np.exp(-base["phi0"])
fractions = amphoteric(y_surface, 4.0)
print(f"pH 6, surface y = {y_surface:.4f}, mean charge q = {base['q']:.4f} e")
print(f"pH 6, fractions SO- {fractions[0]:.4f}, SOH {fractions[1]:.4f}, "
      f"SOH2+ {fractions[2]:.4f}")
print(f"pH 6, protonated fraction of half groups: {half_group(y_surface)[1]:.4f}")
for pH, a, h in table:
    print(f"pH {pH:.0f}: sigma0 two-pK {clean(a['sigma'])}, half groups "
          f"{clean(h['sigma'])} uC/cm2; psid {clean(a['psid'], 1)} mV")
print(f"repulsion estimate: distance {GROUP_DISTANCE * 1e9:.2f} nm, oxide "
      f"permittivity {EPS_OXIDE:.0f}, mean {eps_interface:.1f}")
print(f"repulsion w {repulsion:.2f} kT, K1/K2 {r_repulsion:.0f}, "
      f"pK gap {np.log10(r_repulsion):.2f}")
report("with this repulsion", repelled)
report("with pK gap 4", wide_gap)
print(f"input anion pairing constant: {PAIR_CONSTANT:.1f} L/mol")
report("paired anions, amphoteric sites", paired_two)
report("paired anions, half-charged groups", paired_half)
print(f"potential at slip plane {SLIP_DISTANCE * 1e9:.1f} nm further out: "
      f"{1e3 * volt_room * phi_slip:.1f} mV")
print(f"counterion concentration at the Stern plane: "
      f"{SALT * np.exp(base['phid']):.2f} mol/L")
report(f"ions of {ION_SIZE * 1e9:.1f} nm size", finite_ions)
print(f"curvature, radius {PARTICLE_RADIUS * 1e9:.0f} nm: charge at equal psid "
      f"higher by {curvature_excess:.2f} %")
print(f"hot pad: T {T_HOT:.2f} K, water permittivity {EPS_HOT:.0f}, binding "
      f"enthalpy {BINDING_ENTHALPY / 1e3:.0f} kJ/mol, zero charge pH {pzc_hot:.2f}")
report("hot pad", hot)
print("every check passed")
```

It prints:

```
pK gap for ratio four: 0.6021
largest charge difference, K1 = 4 K2: 2.2e-16 e per site
largest charge difference, K2 = 4 K1: 0.1957 e per site
dq/du at zero charge, K1/K2 = 0.25: 0.8000
dq/du at zero charge, K1/K2 = 1: 0.6667
dq/du at zero charge, K1/K2 = 4: 0.5000
dq/du at zero charge, K1/K2 = 100: 0.1667
K1/K2 = 100, unequal group constants / sqrt(K1 K2): 9.8990, 0.1010
input pH of zero charge 9.0, slurry pH 6.0, T 298.15 K
input pK1 8.699, pK2 9.301, half-group pK 9.000
input amphoteric sites 4.0 per nm2, half groups 8.0 per nm2
input Stern capacitance 100 uF/cm2, salt 10 mM, water permittivity 78.4
charge of one e per amphoteric site: 64.09 uC/cm2
thermal voltage 25.693 mV, Debye length 3.040 nm
pH 6, amphoteric sites: sigma0 5.62 uC/cm2, psi0 173.0 mV, psid 116.7 mV
pH 6, half-charged groups: sigma0 5.62 uC/cm2, psi0 173.0 mV, psid 116.7 mV
pH 6, surface y = 1.1924, mean charge q = 0.0878 e
pH 6, fractions SO- 0.2080, SOH 0.4961, SOH2+ 0.2958
pH 6, protonated fraction of half groups: 0.5439
pH 5: sigma0 two-pK 8.93, half groups 8.93 uC/cm2; psid 140.1 mV
pH 6: sigma0 two-pK 5.62, half groups 5.62 uC/cm2; psid 116.7 mV
pH 7: sigma0 two-pK 3.01, half groups 3.01 uC/cm2; psid 85.8 mV
pH 8: sigma0 two-pK 1.20, half groups 1.20 uC/cm2; psid 46.2 mV
pH 9: sigma0 two-pK 0.00, half groups 0.00 uC/cm2; psid 0.0 mV
pH 10: sigma0 two-pK -1.20, half groups -1.20 uC/cm2; psid -46.2 mV
pH 11: sigma0 two-pK -3.01, half groups -3.01 uC/cm2; psid -85.8 mV
repulsion estimate: distance 0.30 nm, oxide permittivity 10, mean 44.2
repulsion w 4.23 kT, K1/K2 274, pK gap 2.44
with this repulsion: sigma0 4.96 uC/cm2, psi0 160.0 mV, psid 110.4 mV
with pK gap 4: sigma0 3.61 uC/cm2, psi0 130.8 mV, psid 94.7 mV
input anion pairing constant: 0.5 L/mol
paired anions, amphoteric sites: sigma0 7.65 uC/cm2, psi0 174.2 mV, psid 97.7 mV
paired anions, half-charged groups: sigma0 9.45 uC/cm2, psi0 172.4 mV, psid 77.9 mV
potential at slip plane 0.5 nm further out: 87.1 mV
counterion concentration at the Stern plane: 0.94 mol/L
ions of 0.6 nm size: sigma0 5.55 uC/cm2, psi0 173.0 mV, psid 117.5 mV
curvature, radius 50 nm: charge at equal psid higher by 2.08 %
hot pad: T 323.15 K, water permittivity 70, binding enthalpy -40 kJ/mol, zero charge pH 8.46
hot pad: sigma0 4.22 uC/cm2, psi0 153.9 mV, psid 111.8 mV
every check passed
```
